# The tunnelling mass of a tilted silicon valley

**The argument under review**

The argument concerns electrons tunnelling between a metal and heavily doped n-type silicon through a planar (111) interface. It runs as follows. The current crosses the contact along the normal $\mathbf n$. The inertia of an electron moving along $\mathbf n$ is the normal component of the mass tensor. With longitudinal and transverse masses $m_l=0.916$ and $m_t=0.19$, in units of the free-electron mass $m_0$, that component is

$$M_{nn}=\mathbf n\cdot M\mathbf n=\frac{m_l+2m_t}{3}=0.432 .$$

This value is then put into the decay rate under the barrier.

The arithmetic is right, and so is the second sentence. The fault lies in applying it to this problem: a planar barrier fixes the parallel wavevector, whereas the quoted inertia belongs to a fixed direction of velocity. In a tilted valley these are different conditions.

**What the normal component describes**

Let $\mathbf k$ be measured from the valley minimum, and take the parabolic band

$$E=\frac{\hbar^2}{2m_0}\,\mathbf k\cdot W\mathbf k,\qquad W=M^{-1}.$$

The group velocity is $\mathbf v=\hbar W\mathbf k/m_0$, so $\mathbf k=m_0M\mathbf v/\hbar$. Substitution gives $E=\tfrac12m_0\,\mathbf v\cdot M\mathbf v$. If $\mathbf v=v\mathbf n$, the energy is $\tfrac12m_0M_{nn}v^2$, as the argument says. But the wavevector is then $m_0vM\mathbf n/\hbar$, which has a component parallel to the interface whenever $\mathbf n$ is not a principal axis. That component grows with $v$. A potential that depends only on the distance $x$ from the interface cannot supply it, because translation symmetry conserves the parallel wavevector.

**The decay rate at fixed parallel wavevector**

Consider the valley whose long axis is the cube axis $\mathbf e$, at angle $\theta$ to $\mathbf n$. Choose $\mathbf t$ perpendicular to $\mathbf n$ in the plane of $\mathbf n$ and $\mathbf e$, with $\mathbf t\cdot\mathbf e=\sin\theta$, and $\mathbf s$ perpendicular to both. Since

$$W=\frac1{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf e\mathbf e^{T},$$

its components are

$$W_{nn}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t},\qquad
W_{tt}=\frac{\sin^2\theta}{m_l}+\frac{\cos^2\theta}{m_t},$$

$$W_{nt}=\sin\theta\cos\theta\left(\frac1{m_l}-\frac1{m_t}\right),\qquad W_{ss}=\frac1{m_t},$$

and $\mathbf s$ is coupled to neither of the other directions. Completing the square in $k_n$ gives

$$\mathbf k\cdot W\mathbf k=W_{nn}\left(k_n+\beta\right)^2+\left(W_{tt}-\frac{W_{nt}^2}{W_{nn}}\right)k_t^2+W_{ss}k_s^2,\qquad \beta=\frac{W_{nt}k_t}{W_{nn}} .$$

Inverting the $2\times2$ block of $W$, with determinant $D=W_{nn}W_{tt}-W_{nt}^2$, gives $M_{tt}=W_{nn}/D$. The bracket multiplying $k_t^2$ is $D/W_{nn}=1/M_{tt}$. The energy tied up in parallel motion is therefore

$$E_\parallel=\frac{\hbar^2}{2m_0}\left(\frac{k_t^2}{M_{tt}}+\frac{k_s^2}{M_{ss}}\right),\qquad M_{ss}=m_t .$$

Now include a barrier $V(x)$ and replace $k_n$ by $-i\,d/dx$. Write the normal part of the envelope function as $F(x)=e^{-i\beta x}G(x)$. Then

$$\left(-i\frac{d}{dx}+\beta\right)e^{-i\beta x}G=e^{-i\beta x}(-\beta+\beta)G-ie^{-i\beta x}G'=-ie^{-i\beta x}G' .$$

Applying the operator twice removes the cross term:

$$-\frac{\hbar^2W_{nn}}{2m_0}G''+V(x)G=(E-E_\parallel)G .$$

This is a one-dimensional Schrödinger equation with mass $m_0/W_{nn}$. It holds for any $V(x)$, provided the band is parabolic and $W$ is uniform. In a region of constant $V>E-E_\parallel$, the solutions are $e^{\pm\kappa x}$ with

$$\kappa=\frac{\sqrt{2m_0m_{\rm tun}(V+E_\parallel-E)}}{\hbar},\qquad m_{\rm tun}=\frac1{W_{nn}}=\frac1{\mathbf n\cdot W\mathbf n}.$$

The factor $e^{-i\beta x}$ has unit modulus and does not alter the decay.

For (111), $\cos^2\theta=1/3$ for every cube axis, so all six valleys share

$$m_{\rm tun}=\frac{3}{1/m_l+2/m_t}=\frac1{3.8727}=0.258 .$$

The cross term is not small: $W_{nt}=-1.966$. At $k_t=k_s=0$ the velocity is proportional to $W\mathbf n$, and it leans from the normal by $\arctan(1.966/3.873)=26.9^\circ$. The electron has no parallel wavevector, yet it has a parallel velocity.

A numerical case with nonzero parallel wavevector tests the result. The barrier is rectangular, 0.5 eV high and 2 nm thick, with the same tensor inside and outside. The total energy is 0.15 eV, with $k_t=0.6$ and $k_s=0.3$ nm$^{-1}$, so $E_\parallel=0.0384$ eV. Integrating the wave equation with its cross derivative retained gives a transmission of $4.209\times10^{-3}$. The standard one-dimensional formula at energy $E-E_\parallel$ gives the same number with $1/W_{nn}$, but $6.27\times10^{-4}$ with $M_{nn}$. The fall in transmission between thicknesses of 4 and 5 nm independently returns a mass of 0.258.

**How far apart the two masses are**

Using $M_{nn}=m_l\cos^2\theta+m_t\sin^2\theta$, their ratio is

$$M_{nn}W_{nn}=\cos^4\theta+\sin^4\theta+\sin^2\theta\cos^2\theta\left(\frac{m_l}{m_t}+\frac{m_t}{m_l}\right).$$

Since $\cos^4\theta+\sin^4\theta=1-2\sin^2\theta\cos^2\theta$, this becomes

$$\frac{M_{nn}}{m_{\rm tun}}=1+\sin^2\theta\cos^2\theta\,\frac{(m_l-m_t)^2}{m_lm_t}.$$

The normal component is thus never the smaller of the two. They agree when the valley is isotropic or when $\mathbf n$ is along or perpendicular to its long axis. On (100) every valley meets the latter condition, with masses 0.916 for one pair of valleys and 0.19 for the other four, and the argument under review would do no harm. On (110), four valleys have $\theta=45^\circ$, where the ratio is greatest: 0.553 against 0.315. On (111) the ratio is 1.67.

The limit $m_l\to\infty$ makes the distinction plain. At any tilt strictly between $0$ and $90^\circ$, $M_{nn}$ diverges, while $m_{\rm tun}$ tends to $m_t/\sin^2\theta$. An electron that cannot move along the long axis can still have a normal velocity component, because its allowed transverse motion is inclined to the interface.

**Where 0.43 is the right answer**

Suppose instead that the electron is confined sideways in a wire that is uniform along $\mathbf n$. Now $k_n$ is conserved and the transverse momenta are not. Completing the square in $k_t$ leaves

$$W_{nn}-\frac{W_{nt}^2}{W_{tt}}=\frac{D}{W_{tt}}=\frac1{M_{nn}}$$

as the coefficient of $k_n^2$. The shift of $k_t$ is removed by a phase linear in the transverse coordinate, which leaves the confining potential and hard-wall conditions unchanged. The subband energies therefore rise as $\hbar^2k_n^2/(2m_0M_{nn})$: confinement stops the sideways drift, and the velocity lies on average along the wire.

Diagonalizing a strip 4 nm wide, with hard walls and a floor tilted by 0.05 eV/nm, tests this. The lowest energies at $k_n=0$ and $0.5$ nm$^{-1}$ give an axial mass of 0.432. A barrier placed across such a wire no longer conserves $k_n$, but inside a uniform barrier the same subband law holds at imaginary $k_n$, so a barrier thick compared with the width of the wire decays with $M_{nn}$. Take a hard-walled strip with a rectangular barrier 0.5 eV high and an electron 0.05 eV above the lowest subband edge. The fall in transmission between thicknesses of 2 and 3 nm returns a mass of 0.43 for a width of 2 nm, 0.39 for 4 nm, and 0.25 to 0.27 for 10 and 18 nm. For the 4 nm strip the mass reaches 0.43 at thicknesses of 7 to 8 nm. The planar mass therefore needs a contact several times wider than the barrier is thick.

**Consequence for a contact**

The mass enters an exponent, so the error should be judged there. Take a barrier $\phi_B=0.6$ eV from the metal Fermi level to the silicon band edge at the interface, active doping $N=10^{20}$ cm$^{-3}$ and relative permittivity 11.7. Assume full depletion up to a distance $w$, uniform donors and, at first, low temperature.

Six ellipsoidal valleys with two spins hold

$$N=\frac{12}{(2\pi)^3}\,\frac{4\pi}{3}\left(\frac{2m_0m_d\mu}{\hbar^2}\right)^{3/2},\qquad m_d=(m_lm_t^2)^{1/3},$$

so $\mu=(\hbar^2/2m_0m_d)(3\pi^2N/6)^{2/3}=0.0741$ eV above the bulk band edge. The total band bending is $V_b=\phi_B+\mu=0.6741$ eV.

For the electron potential energy, Poisson's equation reads $V''=q^2N/\varepsilon$, where $q$ is the elementary charge and $\varepsilon$ the permittivity. With $V=V'=0$ at $x=w$, it gives

$$V=V_b(1-x/w)^2,\qquad w=\sqrt{\frac{2\varepsilon V_b}{q^2N}}=2.95\ \text{nm}.$$

The peak field, $2V_b/(qw)$, is 4.57 MV/cm.

In the WKB approximation the transmission is $T=e^{-S}$, with $S=2\int\kappa\,dx$ up to the turning point. Put $u=1-x/w$, $E_n=E-E_\parallel$ and $r=E_n/V_b$:

$$S=\frac{2w\sqrt{2m_0m_{\rm tun}V_b}}{\hbar}\int_{\sqrt r}^{1}\sqrt{u^2-r}\,du .$$

An antiderivative is $\tfrac12[u\sqrt{u^2-r}-r\ln(u+\sqrt{u^2-r})]$. Between the limits it gives $\tfrac12[\sqrt{1-r}-r\,\mathrm{arccosh}(1/\sqrt r)]$. Inserting $w$ into the prefactor then yields

$$S=\frac{V_b}{E_{00}}\left[\sqrt{1-r}-r\,\mathrm{arccosh}\frac1{\sqrt r}\right],\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m_0m_{\rm tun}\varepsilon}} .$$

With the correct mass, $E_{00}=0.1068$ eV. At $E_n=\mu$, $r=0.0741/0.6741=0.110$ and the bracket is 0.749, so $S=(0.6741/0.1068)\times0.749=4.73$. With $M_{nn}$ and all else fixed, $E_{00}=0.0826$ eV and $S=6.11$. The transmissions are $8.9\times10^{-3}$ and $2.2\times10^{-3}$, a factor of 4.0.

The contact resistivity $\rho$ requires a sum over parallel wavevectors. Those with $E_\parallel<\epsilon$ fill an ellipse of area $2\pi m_0m_\parallel\epsilon/\hbar^2$, where $m_\parallel=\sqrt{M_{tt}M_{ss}}=0.358$. Dividing by $(2\pi)^2$ and differentiating gives $m_0m_\parallel/(2\pi\hbar^2)$ states per unit area and energy, for each valley and spin. Each contributes a conductance $(q^2/h)T$, with $h$ Planck's constant. At the Fermi energy $dE_\parallel=-dE_n$, and hence

$$\frac1\rho=\frac{2q^2}{h}\,\frac{6m_0m_\parallel}{2\pi\hbar^2}\int_0^\mu e^{-S(E_n)}\,dE_n .$$

The result is $\rho=8.1\times10^{-8}$ $\Omega\,$cm$^2$. A direct sum on a $120\times120$ grid of parallel wavevectors, taking each decay rate from the quadratic equation with its cross term, agrees to 0.05%. Using $M_{nn}$ in the exponent but keeping $m_\parallel$ fixed gives $3.7\times10^{-7}$ $\Omega\,$cm$^2$, too large by a factor of 4.6.

This factor exceeds 4.0 because electrons with $E_n<\mu$ also contribute. At each $E_n$ the transmission ratio is $\exp[(\sqrt{1.673}-1)S]$, which rises from 4.0 at $E_n=\mu$ to about 6.4 at $E_n=0$, where $S=V_b/E_{00}=6.31$. The resistivity ratio is a weighted mean of these values.

At 300 K the integrand acquires the Fermi function and the integral extends to higher energies: integrating $-\partial f/\partial E$ over all $E>E_n$ gives $f(E_n)$. With the Fermi energy recalculated as 0.065 eV, $\rho$ falls to $6.0\times10^{-8}$ $\Omega\,$cm$^2$, and the wrong mass overestimates it by a factor of 3.8. Emission over the barrier supplies less than $10^{-8}$ of the conductance in this model. The image-force lowering of 0.23 eV estimated below would multiply that emission by $e^{0.23/0.0259}$, several thousand, and still leave it negligible, so this remains a tunnelling contact.

**What a real contact changes**

The barrier and doping are rough typical values for silicided source and drain contacts on n-type silicon, where contact resistivities span roughly $10^{-9}$ to $10^{-7}$ $\Omega\,$cm$^2$. Transistor wafers usually have a (100) surface, for which the two mass recipes agree, but the epitaxial source and drain regions of fin transistors commonly grow {111} facets. The planar result applies to such a facet only if it is roughly 10 nm wide or more; at a few nanometres the decay mass moves toward $M_{nn}$, as the strip above shows. The first neglected effect to size is image-force lowering. Estimated with the static permittivity, it takes 0.23 eV off the barrier top and reduces $S$ at the Fermi energy from 4.73 to 3.88, which raises the transmission by a factor of 2.3. A two-band decay law with a rough gap of 1.12 eV, applied separately, gives $S=3.97$ and a factor of 2.1; it is a size estimate, since silicon's complex band at the valley is not set by the indirect gap. The penalty for the wrong mass falls from 4.0 to 3.1 and 3.2 respectively, and each of the two estimates lowers $\rho$ by a factor of about 2.4. The two-band law overstates the effect. In an empirical-pseudopotential band structure of silicon, the complex band along [111] at the valley centre starts with the mass $1/W_{nn}$ at the band edge and keeps 0.68 to 0.69, depending on the form factors, of the parabolic $\kappa^2$ at 0.6 eV below it, against 0.46 for the two-band law; this gives $S\approx4.2$ and a factor of 1.7. Full depletion errs the other way: the degenerate electrons in the tail of the depletion layer lower the field and widen the barrier. A self-consistent Thomas–Fermi barrier at low temperature gives $S=4.98$ and $\rho=1.2\times10^{-7}$ $\Omega\,$cm$^2$, about 1.5 times the value above, and the resistivity penalty for the wrong mass rises from 4.6 to 5.1. Thomas–Fermi somewhat overstates this, since the Fermi wavelength exceeds $w$: solving the Schrödinger and Poisson equations together gives $S=4.96$, $\rho=1.1\times10^{-7}$ $\Omega\,$cm$^2$ (about 1.3 times the value above) and a penalty of 5.0. The mean donor spacing, $N^{-1/3}=2.2$ nm, is comparable with $w$, so the smooth parabola is an average whose fluctuations remain unsized.

The WKB prefactor is a further correction. For a model metal whose band bottom lies 5 eV below the Fermi level, with the same mass as the silicon, numerical solution at $E_n=\mu$ gives $T=1.31\times10^{-2}$, about 1.5 times the WKB value. The ratio of the transmissions for the two masses is then 4.06, close to the WKB value of 4.00. This closeness depends on changing the metal's mass together with the silicon's: the velocity mismatch at the interface, which largely sets the prefactor, then stays the same. With a fixed metal mass the two prefactors differ: for a metal mass $m_0$, the same 5 eV depth and continuity of $G$ and $G'/m$ at the interface, they are about 2.3 and 2.0, and the ratio becomes 4.7. Summed over all $E_n$, the numerical transmissions give $\rho=5.4\times10^{-8}$ $\Omega\,$cm$^2$ and a resistivity penalty of 4.5 for the first model metal, and $3.5\times10^{-8}$ $\Omega\,$cm$^2$ and 5.2 for the second.

Finally, $k_t=k_s=0$ refers to the valley centre, not the centre of the Brillouin zone. With the minimum at roughly 0.85 of the way to the zone boundary and a lattice constant of 0.543 nm, the valley centre projects onto the (111) plane at 8.0 nm$^{-1}$. The metal must offer states there, up to a reciprocal vector of a matched interface. A free-electron metal without such help would need a Fermi energy of 2.5 eV to reach the valley centre, which opens about half of the conductance; the first channels open at 1.8 eV and the last at 3.2 eV. If no such states exist, or if roughness or phonons change the parallel wavevector, the elastic sum above no longer gives the current. Which mass then governs the decay depends on the geometry of the path. From a point scatterer to a wide plane it is still $1/W_{nn}$. Between two points joined by the normal it is $M_{nn}$, because the wave from a point source falls off as $\exp\left[-\sqrt{2m_0(V-E)\,\mathbf r\cdot M\mathbf r}/\hbar\right]$, and the same mass holds along a channel narrow compared with the barrier thickness.

The numerical output below lists the values for each valley and face.

## Computed values

```
Input masses m_l, m_t: 0.916, 0.19 m0
Input barrier: 0.6 eV; doping: 1.0e+20 cm^-3
Input relative permittivity: 11.7
(1, 0, 0) valley x: 1/nWn 0.9160, nMn 0.9160 m0
(1, 0, 0) valley y: 1/nWn 0.1900, nMn 0.1900 m0
(1, 0, 0) valley z: 1/nWn 0.1900, nMn 0.1900 m0
(1, 1, 0) valley x: 1/nWn 0.3147, nMn 0.5530 m0
(1, 1, 0) valley y: 1/nWn 0.3147, nMn 0.5530 m0
(1, 1, 0) valley z: 1/nWn 0.1900, nMn 0.1900 m0
(1, 1, 1) valley x: 1/nWn 0.2582, nMn 0.4320 m0
(1, 1, 1) valley y: 1/nWn 0.2582, nMn 0.4320 m0
(1, 1, 1) valley z: 1/nWn 0.2582, nMn 0.4320 m0
W_nn, W_nt, W_tt: 3.8727, -1.9664, 2.4822 1/m0
Parallel density-of-states mass: 0.3579 m0
Velocity tilt from normal at k_par = 0: 26.9 degrees
Box test: height 0.5 eV, energy 0.15 eV
Box test k_t, k_s: 0.6, 0.3 nm^-1
Box test parallel energy: 0.0384 eV
Box 2 nm, T from wave equation: 4.2086e-03
Box 2 nm, T formula, 1/nWn: 4.2086e-03
Box 2 nm, T formula, nMn: 6.2735e-04
Mass from computed wave decay: 0.2582 m0
Axial mass of strip along [111]: 0.4320 m0
Fermi energy above band edge: 0.0741 eV
Band bending V_b: 0.6741 eV
Depletion width: 2.953 nm
Peak field: 4.57 MV/cm
E00 right, wrong mass: 0.1068, 0.0826 eV
Exponent S right, wrong: 4.727, 6.114
WKB T right, wrong: 8.854e-03, 2.212e-03
WKB T ratio right/wrong: 4.00
Low-T resistivity, right mass: 8.075e-08 ohm cm2
Low-T resistivity, direct k sum: 8.079e-08 ohm cm2
Low-T resistivity, wrong mass: 3.744e-07 ohm cm2
Resistivity ratio wrong/right: 4.64
Image-force lowering: 0.232 eV
S with image force, right mass: 3.884
T ratio with image force: 3.13
S two-band estimate (gap 1.12 eV): 3.967
T ratio, two-band: 3.20
Model metal band depth: 5.0 eV
Exact T right, wrong: 1.307e-02, 3.217e-03
Exact T ratio right/wrong: 4.06
300 K Fermi energy: 0.0653 eV
300 K resistivity, right mass: 5.990e-08 ohm cm2
300 K resistivity, wrong mass: 2.294e-07 ohm cm2
300 K share over the barrier: 4.5e-09
Parallel wavevector metal must supply: 8.03 nm^-1
Free-electron energy at that wavevector: 2.46 eV
```
